# Crystal Orbital Hamilton Populations and Band-Energy Balance in a Dimerized p Chain

## The decision: which numbers may be compared

A bonding analysis can end with a comparison: a short bond contributes so many electronvolts, a long bond so many. Before such numbers are used, one must decide whether the neighbour list, the k mesh and the energy integration are good enough. In an orthonormal basis the on-site and bond contributions must add up to the occupied band energy. A failed balance shows that something has been omitted or miscounted. A successful balance does not show that the mesh is converged, so the two questions need separate checks.

Both can be studied on a chain with alternating short and long bonds. It keeps one p orbital per atom, directed along the chain, and neglects mixing with s orbitals and with the other p orbitals. This is a one-electron model of one bonding direction in a solid with p bonds of alternating length.

## Definition and balance

Let the orbitals $i$ be orthonormal and let $H_{ij}$ be the one-electron Hamiltonian. The algebra is in atomic units, numerical energies are in eV. A normalized eigenstate with coefficients $c_{in}$ obeys $\sum_j H_{ij}c_{jn}=\varepsilon_n c_{in}$. Multiplying by $c_{in}^*$ and summing over $i$ gives

$$
\varepsilon_n=\sum_i H_{ii}|c_{in}|^2+\sum_{i<j}2\,\mathrm{Re}(c_{in}^*H_{ij}c_{jn}),
$$

because $\sum_i|c_{in}|^2=1$, and because the terms $ij$ and $ji$ are complex conjugates. Call the first terms $h_{ii,n}$ and each term of the second sum $h_{ij,n}$. The crystal orbital Hamilton population, with both spins included, is

$$
\mathrm{COHP}_{ij}(E)=2\sum_n h_{ij,n}\,\delta(E-\varepsilon_n).
$$

A bond here includes both directions, and a negative value means bonding. Summing over all on-site terms and all bonds replaces $h_{ij,n}$ by $\varepsilon_n$. With the density of states $g(E)=2\sum_n\delta(E-\varepsilon_n)$,

$$
\sum_{i\le j}\mathrm{COHP}_{ij}(E)=2\sum_n\varepsilon_n\delta(E-\varepsilon_n)=E\,g(E).
$$

For occupations $f_n$ between 0 and 2, the integrated values $I_{ij}=\sum_n f_nh_{ij,n}$ therefore satisfy

$$
\sum_{i\le j}I_{ij}=\sum_n f_n\varepsilon_n=E_{\rm band}.
$$

No periodicity, band gap or particular filling was used. The sum is the band energy, not the total energy: repulsion between the ions and corrections for electron interaction lie outside it.

A shift of the energy zero by $s$ changes $H_{ii}$ to $H_{ii}+s$ and leaves the bond terms alone. In a nonorthogonal basis with overlap $S_{ij}$, the shift also changes $H_{ij}$ to $H_{ij}+sS_{ij}$, so the division between on-site and bond terms then depends on the energy zero.

## The two bonds in Bloch form

Each cell contains atoms A and B with on-site energies $e_A$ and $e_B$. The short bond inside the cell has hopping $t_1$; the long bond from B to the next A has hopping $t_2$, with $t_1>t_2>0$. The positive sign belongs to p orbitals that all point the same way, so that lobes of opposite sign face each other. A bonding state then has coefficients of opposite sign. Reversing every second orbital changes the signs of both the hoppings and the coefficient products, so every COHP stays the same.

Let $\theta$ be the wave number times the cell length, and $z=\exp(i\theta)$. In cell $n$ the amplitudes are $az^n$ and $bz^n$, normalized per cell by $|a|^2+|b|^2=1$. Atom A sees B in its own cell and B in the previous cell; atom B sees A in its own cell and A in the next:

$$
\varepsilon a=e_Aa+(t_1+t_2z^*)b,\qquad
\varepsilon b=e_Bb+(t_1+t_2z)a .
$$

Multiplying the first equation by $a^*$, the second by $b^*$, and adding gives

$$
\varepsilon=\underbrace{e_A|a|^2+e_B|b|^2}_{\text{on-site}}
+\underbrace{2t_1\mathrm{Re}(a^*b)}_{\text{short}}
+\underbrace{2t_2\mathrm{Re}(a^*bz^*)}_{\text{long}} .
$$

The Bloch matrix element $f=t_1+t_2z^*$ contains both bonds. They must be separated, each with its own phase, before the products are taken.

Now set $e_A=e_B=e$ and $x=\varepsilon-e$. The equations become $xa=fb$ and $xb=f^*a$, so $x^2=|f|^2$ and $|a|^2=|b|^2=1/2$. From $b=f^*a/x$ follows $a^*b=f^*/(2x)$. Since $f^*=t_1+t_2z$ and $f^*z^*=t_1z^*+t_2$, the bond terms of one state are

$$
h_{\rm s}=\frac{t_1(t_1+t_2\cos\theta)}{x},\qquad
h_{\rm l}=\frac{t_2(t_2+t_1\cos\theta)}{x}.
$$

Their sum is $|f|^2/x=x$, as required.

## Where the long bond changes character

The dispersion $x^2=t_1^2+t_2^2+2t_1t_2\cos\theta$ lets us replace $t_1t_2\cos\theta$ by $(x^2-t_1^2-t_2^2)/2$. With $W=t_1+t_2$, $G=t_1-t_2$ and $GW=t_1^2-t_2^2$,

$$
h_{\rm s}=\frac{x^2+GW}{2x},\qquad h_{\rm l}=\frac{x^2-GW}{2x}.
$$

The lower band runs from $x=-W$ to $x=-G$. There $h_{\rm s}$ is negative throughout. The long-bond term is negative near the bottom, vanishes at $x_c=-\sqrt{GW}$, and is positive above it. Since $G^2<GW<W^2$, the crossing lies inside the band. At the band top, $\theta=\pi$, the phase that keeps the short bond bonding makes the long bond antibonding.

For the density of states, the two values $\pm\theta$ at each energy contribute equally:

$$
g=2\,\frac{2}{2\pi}\frac{1}{|dx/d\theta|}=\frac{2}{\pi}\frac{|x|}{t_1t_2|\sin\theta|},
$$

where differentiating the dispersion gave $2x\,dx/d\theta=-2t_1t_2\sin\theta$. Furthermore,

$$
(2t_1t_2\sin\theta)^2=(2t_1t_2)^2-(x^2-t_1^2-t_2^2)^2
=(W^2-x^2)(x^2-G^2),
$$

by factoring the difference of squares. Hence

$$
g=\frac{4}{\pi}\frac{|x|}{\sqrt{(W^2-x^2)(x^2-G^2)}} ,
$$

and the bond COHPs are $g\,h_{\rm s}$ and $g\,h_{\rm l}$. They diverge at the band edges, but their integrals are finite. It is therefore safer to compare integrals over energy windows than peak heights.

## Integrated values and two limits

Suppose that the lower band is filled for $|\theta|<\theta_F$. Two spins and the symmetry in $\theta$ give $I=(2/\pi)\int_0^{\theta_F}h\,d\theta$. In the lower band $x=-|f|$, so

$$
h_{\rm s,l}=-\frac12\left(|f|\pm\frac{GW}{|f|}\right),
$$

with the upper sign for the short bond. Writing $\cos\theta=1-2\sin^2(\theta/2)$ in the dispersion gives

$$
|f|=W\sqrt{1-m\sin^2(\theta/2)},\qquad m=\frac{4t_1t_2}{W^2}.
$$

Define $\mathcal E(\phi)=\int_0^\phi\sqrt{1-m\sin^2u}\,du$ and $\mathcal F(\phi)=\int_0^\phi du/\sqrt{1-m\sin^2u}$. With $\theta=2u$ and $\phi=\theta_F/2$, the integrals of $|f|$ and $1/|f|$ are $2W\mathcal E(\phi)$ and $2\mathcal F(\phi)/W$. Therefore

$$
I_{\rm s,l}=-\frac2\pi\left[W\mathcal E(\phi)\pm G\mathcal F(\phi)\right].
$$

One electron per orbital means two per cell and a full lower band, $\phi=\pi/2$. The integrals are then the complete ones, $E(m)$ and $K(m)$, and

$$
E_{\rm band}=2e+I_{\rm s}+I_{\rm l}=2e-\frac4\pi W\,E(m).
$$

If $t_2\to0$, then $W=G=t_1$, $m=0$ and $E=K=\pi/2$. The short bond gives $-2t_1$, two electrons in an isolated bonding orbital, and the long bond gives zero.

If $G\to0$ at fixed $W$, then $1-m=G^2/W^2$ and $K(m)\approx\ln(4W/G)$. The difference between the bonds,

$$
I_{\rm l}-I_{\rm s}=\frac4\pi G\,K(m)\approx\frac4\pi G\ln\frac{4W}{G},
$$

vanishes, but more slowly than $G$ itself. In this chain, with a full lower band and equal on-site energies, the integrated COHPs near equal bonds thus react strongly to a small distortion. The logarithm needs both conditions. For $\phi<\pi/2$ the difference is $(4/\pi)G\mathcal F(\phi)$ with $\mathcal F(\phi)$ finite as $G\to0$. Unequal on-site energies keep a gap open at $G=0$. In either case the difference is linear in $G$.

## Algorithm

1. List every nonzero hopping with its cell displacement, and build the Bloch matrix.
2. Diagonalize on a uniform k mesh and normalize the eigenvectors.
3. For each state, compute the on-site term and each real-space bond term.
4. Compare their sum with the eigenvalue, state by state.
5. Multiply by the occupations and average over k. Bin in energy if a resolved analysis is wanted.
6. Refine the mesh until each bond value has settled. Broaden for display, not for the integration.

## A worked chain

Take $e=-1$ eV and bond lengths of 2.8 and 3.2 angstrom. The hopping is 2 eV at 3.0 angstrom and decays exponentially with a length of 1 angstrom. These are round model parameters. They give

$$
t_1=2\exp(0.2)=2.443\ \text{eV},\qquad t_2=2\exp(-0.2)=1.637\ \text{eV},
$$

hence $W=4.080$ eV, $G=0.805$ eV and a gap $2G=1.611$ eV. With $E(m)=1.0494$ and $K(m)=3.0289$, the two products are $WE=4.282$ eV and $GK=2.439$ eV. Thus

$$
I_{\rm s}=-\frac2\pi(4.282+2.439)=-4.279\ \text{eV},
$$

$$
I_{\rm l}=-\frac2\pi(4.282-2.439)=-1.173\ \text{eV}.
$$

The on-site part is $-2$ eV, so $E_{\rm band}=-2-4.279-1.173=-7.452$ eV per cell, or $-0.2739$ hartree. A real-space ring of 100 cells, diagonalized without Bloch's theorem, was tested against these closed forms and agrees within a relative tolerance of about $10^{-5}$.

The energy windows show how the long-bond value arises. Energies are in eV, per cell:

| $E-e$ | electrons | short | long |
|---|---:|---:|---:|
| −4.080 to −3.000 | 0.972 | −2.238 | −1.370 |
| −3.000 to −1.813 | 0.496 | −0.944 | −0.259 |
| −1.813 to −1.200 | 0.247 | −0.459 | 0.089 |
| −1.200 to −0.805 | 0.286 | −0.638 | 0.367 |

The states below $x_c=-1.813$ eV give the long bond $-1.629$ eV; those above return $0.089+0.367=0.456$ eV. Its modest final value is a difference between bonding and antibonding parts. If the band were filled only up to $x_c$, with 1.468 electrons per cell, the long bond would have its most negative value, $-1.629$ eV, while the short bond would fall in magnitude to 3.182 eV. This holds at fixed hoppings; a real chain could change its bond lengths when electrons are removed.

With equal bonds of 3.0 angstrom, each bond gives $-4\times2/\pi=-2.546$ eV and the band energy is $-7.093$ eV. Dimerization changes the short bond by $-1.732$ eV and the long bond by $+1.373$ eV, a net $-0.359$ eV. The last number has two sources. The exponential law raises $W$ from 4 to 4.080 eV, which contributes $-(4/\pi)(0.080)=-0.102$ eV. The rest, $-(4/\pi)W[E(m)-1]=-0.257$ eV, comes from $G\ne0$, that is, from opening the gap. Repulsion between the atoms is missing, so the gain does not by itself predict a stable distortion.

## What an integrated COHP measures

Change all short-bond hoppings by $dt_1$ at fixed occupations. For a normalized eigenvector, $d\varepsilon_n=\sum_{ij}c_{in}^*\,dH_{ij}\,c_{jn}$: the terms from the change of the eigenvector are $\varepsilon_n\,d(\sum_i|c_{in}|^2)=0$. Since $h_{\rm s}$ is $t_1$ times the coefficient product,

$$
I_{\rm s}=t_1\frac{\partial E_{\rm band}}{\partial t_1},\qquad
I_{\rm l}=t_2\frac{\partial E_{\rm band}}{\partial t_2}.
$$

Finite differences of eigenvalue sums confirm both relations within $10^{-6}$ eV.

An integrated COHP is thus a response to a small relative change of hopping, not the cost of cutting the bond. Setting $t_2=0$ in the example leaves $-2t_1=-4.886$ eV of bond energy instead of $-5.452$ eV. The cost is 0.566 eV, about half of $|I_{\rm l}|=1.173$ eV. The factor follows from second order in $t_2/t_1$: there the energy gain is proportional to $t_2^2$, and $t_2\,\partial/\partial t_2$ doubles it.

## Error from the k mesh

The balance holds at each k point, so it holds on a mesh of any size. Three lower-band states, in eV, show this:

| $\theta$ | on-site | short | long | $\varepsilon$ |
|---|---:|---:|---:|---:|
| $0$ | −1.000 | −2.443 | −1.637 | −5.080 |
| $\pi/2$ | −1.000 | −2.029 | −0.912 | −3.941 |
| $\pi$ | −1.000 | −2.443 | 1.637 | −1.805 |

A four-point mesh uses these states and the one at $-\pi/2$, which has the same parts as the one at $\pi/2$. With two electrons per state, the short bond is

$$
\frac24\left[-2.443-2.443-2(2.029)\right]=-4.472\ \text{eV}.
$$

Likewise the long bond is $-0.912$ eV, and the band energy is $-7.384$ eV. The balance is perfect, yet the band energy is off by 0.068 eV, or 0.9% of its converged value. The bond errors are larger: $-0.193$ eV for the short bond (4.5%) and $+0.261$ eV for the long bond (22%). They partly cancel in the sum. A converged band energy is therefore not sufficient evidence that the bond values have converged.

For a completely filled band, the rate of convergence follows from a Fourier series $h(\theta)=\sum_R h_Rz^R$. On a mesh of $N$ equally spaced points that includes $\theta=0$, the average of $z^R$ is one if $R$ is a multiple of $N$ and zero otherwise. The error of the mesh average is therefore

$$
\Delta_N=\sum_{j\ne0}h_{jN}.
$$

The functions $|f|=\sqrt{(t_1+t_2z)(t_1+t_2/z)}$ and $1/|f|$ are analytic for complex $z$ in the ring $t_2/t_1<|z|<t_1/t_2$. Their coefficients therefore decay exponentially, essentially as $(t_2/t_1)^{|R|}$ apart from powers of $R$. The power differs: a square-root zero of $|f|$ gives $|R|^{-3/2}$, while the inverse square root in the bond terms gives $|R|^{-1/2}$. At large $N$ the bond errors thus exceed the band-energy error by a factor that grows as $N$. Here $t_2/t_1=0.67$. As the gap closes this ratio approaches one, the exponential convergence is lost, and denser meshes are needed. It is also lost for a partly filled band, where the occupation jumps at $\theta_F$.

## Error from omitted interactions

If a hopping is present in $H$ but absent from the bond list, the residual for each state,

$$
r_n=\varepsilon_n-\sum_{\rm listed}h_{ij,n},
$$

equals the sum of the omitted terms. As a case where this matters, give the chain on-site energies of 0 and $-2$ eV for A and B, and second-neighbour hoppings of 0.3 eV between A atoms and 0.1 eV between B atoms. At half filling the band energy is $-7.8425$ eV, and all parts together reproduce it. Leaving the second neighbours out of the list produces a discrepancy of 0.031 eV, or 0.4% of the band energy. The complete balance was tested within $10^{-10}$ eV per cell, both for this filling and for random occupations.

A small total residual can be accidental. Suppose both sublattices have the same second-neighbour hopping $s$. It adds $2s\cos\theta$ to both diagonal elements of the Bloch matrix and leaves the eigenvectors unchanged. Each state then has an omitted term $2s\cos\theta$, whose average over a completely filled band is zero. The integrated balance would miss the omission, but the state-by-state residual would show it. This is the reason for step 4 of the algorithm.

## Error from integrating a broadened curve

For plotting, each delta function can be replaced by a Gaussian of standard deviation $\sigma$. Integrating the curve up to a cutoff $E_c$ gives a state at $\varepsilon$ the weight

$$
w(\varepsilon)=\frac12\,\mathrm{erfc}\left(\frac{\varepsilon-E_c}{\sqrt2\,\sigma}\right)
$$

instead of its occupation. Put the cutoff at midgap, $E_c=e$. At each k point the upper state, at $e+|f|$, enters with a weight $w$, and the lower one, at $e-|f|$, with $1-w$. The electron number is unchanged, but the energy per spin becomes

$$
(1-w)(e-|f|)+w(e+|f|)=e-|f|+2w|f| .
$$

With two spins the band energy is too high by $4\langle w|f|\rangle$, where the brackets denote the k average. For $\sigma=0.4$ eV the integrated curve contains 2.0000 electrons, but its energy is 0.006 eV above the band energy, an error of 0.08%. The correct electron count does not reveal it.

The bond errors can again be larger than their sum. At equal on-site energies the upper state has the opposite bond terms, so the error of each bond per spin is $-2wh$. At $\theta=\pi$, where $w$ is largest, $h_{\rm s}=-t_1$ and $h_{\rm l}=t_2$. The two errors are $2wt_1$ and $-2wt_2$, while their sum is $2wG$, smaller than either in this example.

There is a second trap. The broadened total COHP is not $E$ times the broadened density of states $g_\sigma$. For a Gaussian $\delta_\sigma$, one has $(E-\varepsilon)\delta_\sigma=-\sigma^2\,d\delta_\sigma/dE$. Writing $E=\varepsilon+(E-\varepsilon)$ and summing over states,

$$
E\,g_\sigma(E)=\sum_{i\le j}\mathrm{COHP}_{ij,\sigma}(E)-\sigma^2\frac{dg_\sigma}{dE}.
$$

Integrated up to $E_c$, the two sides of the intended balance differ by $\sigma^2g_\sigma(E_c)$. With the cutoff at midgap this is negligible once half the gap is several times $\sigma$; in a metal it shrinks only as $\sigma^2$. Summing the unbroadened state contributions with their occupations removes both errors. For the chain above this sum is $-7.452$ eV, whereas the integrated broadened COHP gives $-7.446$ eV.

## Numbers as computed

```
on-site energy e = -1.0 eV
bond lengths: short 2.8, long 3.2 angstrom
hopping at 3.0 angstrom = 2.0 eV, decay length 1.0 angstrom
t1 = 2.4428 eV, t2 = 1.6375 eV
W = t1+t2 = 4.0803 eV, G = t1-t2 = 0.8053 eV, gap = 1.6107 eV
m = 0.96104, E(m) = 1.04943, K(m) = 3.02891
one lower-band state (eV): theta/pi, on-site, short, long, eigenvalue
  0.0   -1.0000   -2.4428   -1.6375   -5.0803
  0.5   -1.0000   -2.0291   -0.9117   -3.9408
  1.0   -1.0000   -2.4428    1.6375   -1.8053
four-point mesh, 2 electrons (eV): on-site, short, long, band energy
    -2.0000   -4.4719   -0.9117   -7.3837
windows, E-e from/to (eV), electrons, then eV: on-site, short, long, sum of eigenvalues
  -4.080 -3.000 0.972   -0.972   -2.238   -1.370   -4.580
  -3.000 -1.813 0.496   -0.496   -0.944   -0.259   -1.699
  -1.813 -1.200 0.247   -0.247   -0.459    0.089   -0.617
  -1.200 -0.805 0.286   -0.286   -0.638    0.367   -0.556
filled lower band, per cell:
  on-site: -2.0000 eV = -0.07350 hartree
  short bond: -4.2789 eV = -0.15725 hartree
  long bond: -1.1731 eV = -0.04311 hartree
  band energy: -7.4520 eV = -0.27385 hartree
ring of 100 cells: band energy -7.4520 eV, sum of parts -7.4520 eV
equal bonds: each bond -2.5465 eV, band energy -7.0930 eV
change on dimerization (eV): short -1.7324, long 1.3734, total -0.3590
long bond changes sign at E-e = -1.8127 eV, theta = 0.7338 pi
filled to there: 1.4677 electrons per cell, short -3.1819 eV, long -1.6290 eV
polar test chain: on-site A 0.0, B -2.0 eV; second neighbours A-A 0.3, B-B 0.1 eV
  band energy -7.8425 eV, all parts -7.8425 eV
  error if second neighbours are left out: 0.0313 eV
broadening 0.4 eV, cut at midgap: electrons 2.0000, energy -7.4461 eV
  error against band energy: 0.0058 eV
```
